# How an EUV Lens's Focus Range Scales with Numerical Aperture: a program that tests the result

```python
"""Rayleigh focus range of an EUV lens at two numerical apertures.

Result under test: at fixed wavelength the focus range scales as
wavelength/NA^2 for small angles, so NA 0.33 -> 0.55 shrinks it by 25/9.
With the full cosine the quarter-wave half-range is
    z = wavelength / (4 (1 - cos(theta))),   NA = sin(theta), in vacuum,
which gives a somewhat larger shrink factor.

Symbols: theta = half-angle of the light cone at the wafer;
half-range = distance from best focus to the quarter-wave limit;
full range = twice the half-range. All lengths are in nm.
"""
import numpy as np
from scipy.optimize import brentq

wavelength = 13.5
na_low, na_high = 0.33, 0.55
nodes, weights = np.polynomial.legendre.leggauss(80)


def half_range_small_angle(na):
    return wavelength / (2 * na**2)


def half_range_full_cosine(na):
    return wavelength / (4 * (1 - np.sqrt(1 - na**2)))


def half_range_from_distances(na, sphere_radius=1.0e8):
    """Quarter-wave defocus from distances between actual points."""
    edge_height = sphere_radius * na
    edge_depth = sphere_radius * np.sqrt(1 - na**2)

    def excess(z):
        edge_path = np.hypot(edge_height, edge_depth - z)
        axial_path = sphere_radius - z
        return edge_path - axial_path - wavelength / 4

    return brentq(excess, 0.0, 1000.0)


def axial_intensity(z, na):
    """Relative axial intensity of an evenly filled circular pupil."""
    s = 0.5 * na * (nodes + 1)
    area_weight = 0.5 * na * weights * 2 * s / na**2
    phase = 2 * np.pi / wavelength * z * (np.sqrt(1 - s**2) - 1)
    return abs(np.sum(area_weight * np.exp(1j * phase)))**2


def half_range_from_wave(na, threshold):
    upper = 1.5 * wavelength / na**2
    return brentq(lambda z: axial_intensity(z, na) - threshold, 0.0, upper)


quarter_wave_intensity = 8 / np.pi**2
ratio_simple = (na_high / na_low)**2
ratio_cosine = half_range_full_cosine(na_low) / half_range_full_cosine(na_high)

# Geometry: the full-cosine formula against measured path lengths.
for na in (na_low, na_high):
    assert abs(half_range_from_distances(na)
               / half_range_full_cosine(na) - 1) < 1e-5

# Diffraction: a quarter wave costs about a fifth of the peak intensity.
# The pupil is even in area, not in cosine, hence the 0.5 % tolerance.
wave_low = half_range_from_wave(na_low, quarter_wave_intensity)
wave_high = half_range_from_wave(na_high, quarter_wave_intensity)
assert abs(wave_low / half_range_full_cosine(na_low) - 1) < 0.005
assert abs(wave_high / half_range_full_cosine(na_high) - 1) < 0.005
ratio_wave = wave_low / wave_high
assert abs(ratio_wave / ratio_cosine - 1) < 0.005

# The shrink factor hardly depends on the intensity threshold.
ratio_half = (half_range_from_wave(na_low, 0.5)
              / half_range_from_wave(na_high, 0.5))
assert abs(ratio_half / ratio_wave - 1) < 0.01

# Small-angle limit: range and ratio from the wave integral.
small_low, small_high = na_low / 10, na_high / 10
wave_small_low = half_range_from_wave(small_low, quarter_wave_intensity)
wave_small_high = half_range_from_wave(small_high, quarter_wave_intensity)
ratio_small = wave_small_low / wave_small_high
assert abs(wave_small_low / half_range_small_angle(small_low) - 1) < 0.002
assert abs(ratio_small / ratio_simple - 1) < 0.002

# The simple estimate holds within 10 % at the actual apertures.
assert abs(ratio_wave / ratio_simple - 1) < 0.10

print(f"wavelength: {wavelength:.1f} nm")
for na, wave in ((na_low, wave_low), (na_high, wave_high)):
    simple = half_range_small_angle(na)
    cosine = half_range_full_cosine(na)
    print(f"--- NA = {na:.2f} (dimensionless)")
    print(f"NA squared: {na**2:.4f} (dimensionless)")
    print(f"edge-ray angle: {np.degrees(np.arcsin(na)):.1f} degrees")
    print(f"cosine of edge-ray angle: {np.sqrt(1 - na**2):.4f}")
    print(f"half-range, small-angle rule: {simple:.1f} nm")
    print(f"full range, small-angle rule: {2 * simple:.1f} nm")
    print(f"half-range, full cosine: {cosine:.1f} nm")
    print(f"full range, full cosine: {2 * cosine:.1f} nm")
    print(f"half-range, pupil integral: {wave:.1f} nm")
    print(f"axial intensity at full-cosine limit: "
          f"{axial_intensity(cosine, na):.3f} of peak")
print("--- comparison (all dimensionless unless marked)")
print(f"NA ratio: {na_high / na_low:.4f}")
print(f"shrink factor, small-angle rule: {ratio_simple:.3f}")
print(f"shrink factor, full cosine: {ratio_cosine:.3f}")
print(f"shrink factor, pupil integral: {ratio_wave:.3f}")
print(f"shrink factor, half-intensity threshold: {ratio_half:.3f}")
print(f"shrink factor, both NA ten times smaller: {ratio_small:.3f}")
print(f"full-cosine factor above simple rule by: "
      f"{100 * (ratio_cosine / ratio_simple - 1):.1f} %")
print(f"quarter-wave intensity 8/pi^2: {quarter_wave_intensity:.3f} of peak")
print("done: every assertion held")
```

Output:

```
wavelength: 13.5 nm
--- NA = 0.33 (dimensionless)
NA squared: 0.1089 (dimensionless)
edge-ray angle: 19.3 degrees
cosine of edge-ray angle: 0.9440
half-range, small-angle rule: 62.0 nm
full range, small-angle rule: 124.0 nm
half-range, full cosine: 60.2 nm
full range, full cosine: 120.5 nm
half-range, pupil integral: 60.3 nm
axial intensity at full-cosine limit: 0.811 of peak
--- NA = 0.55 (dimensionless)
NA squared: 0.3025 (dimensionless)
edge-ray angle: 33.4 degrees
cosine of edge-ray angle: 0.8352
half-range, small-angle rule: 22.3 nm
full range, small-angle rule: 44.6 nm
half-range, full cosine: 20.5 nm
full range, full cosine: 40.9 nm
half-range, pupil integral: 20.5 nm
axial intensity at full-cosine limit: 0.811 of peak
--- comparison (all dimensionless unless marked)
NA ratio: 1.6667
shrink factor, small-angle rule: 2.778
shrink factor, full cosine: 2.942
shrink factor, pupil integral: 2.939
shrink factor, half-intensity threshold: 2.938
shrink factor, both NA ten times smaller: 2.779
full-cosine factor above simple rule by: 5.9 %
quarter-wave intensity 8/pi^2: 0.811 of peak
done: every assertion held
```
